\section*{Orbital mixing and bond length in the shapes of CH3 and SiH3}

\section{What decides the shape}

\textbf{Q:} I work with silicon dangling bonds at oxide interfaces. The smallest model, the silyl radical SiH$_3$, is pyramidal, while methyl, CH$_3$, is planar. I was told that vibronic orbital mixing is stronger in silicon. How would you turn that into something one can check?

\textbf{A:} Start with one coordinate. Hold the bond length $R$ fixed and let $\theta$ be the angle between each M--H bond and the plane perpendicular to the threefold axis. Two hydrogens are then a distance $\sqrt3R\cos\theta$ apart. The same distance is $2R\sin(\alpha/2)$, where $\alpha$ is the H--M--H angle, so
\begin{equation}
\sin\frac{\alpha}{2}=\frac{\sqrt3}{2}\cos\theta .
\end{equation}
Bending up or down gives mirror images, so the energy is even in $\theta$:
\begin{equation}
E(\theta)=E_0+\tfrac12K\theta^2+O(\theta^4).
\end{equation}
The planar form is stationary by symmetry. It is stable against this bend if $K>0$ and unstable if $K<0$.

To isolate mixing, carry the planar orbitals along with the atoms without letting them readjust. The energy of that frozen determinant has curvature $K_{\rm f}$. Readjustment lowers the energy by $\tfrac12K_{\rm mix}\theta^2$, so
\begin{equation}
K=K_{\rm f}-K_{\rm mix}.
\end{equation}
The planar form is unstable when $K_{\rm mix}>K_{\rm f}$. Strong mixing alone therefore settles nothing; it must be compared with the frozen stiffness.

\textbf{Q:} Which orbitals mix, and where does the energy lowering come from?

\textbf{A:} I use unrestricted Hartree--Fock (UHF), with real orbitals and separate orbitals for the two spins. Let $i,j$ label occupied and $a,b$ empty orbitals, each label including its spin. A small rotation with amplitudes $x_{ai}$ changes an occupied orbital to
\begin{equation}
\phi_i'=\phi_i+\sum_a x_{ai}\phi_a-\tfrac12\sum_{aj}x_{ai}x_{aj}\phi_j ,
\end{equation}
where the last term keeps the orbitals orthonormal to second order. The density matrix changes by
\begin{align}
\delta D_1&=\sum_{ai}x_{ai}\bigl(|a\rangle\langle i|+|i\rangle\langle a|\bigr),\\
\delta D_2&=\sum_{abi}x_{ai}x_{bi}|a\rangle\langle b|
-\sum_{aij}x_{ai}x_{aj}|i\rangle\langle j| .
\end{align}
The UHF energy is quadratic in the density matrix, and its first derivative is the Fock matrix $F$. To second order the energy change has three parts:
\begin{align}
{\rm Tr}(F\delta D_1)&=2\sum_{ai}F_{ai}x_{ai},\\
{\rm Tr}(F\delta D_2)&=\sum_{ai}(\varepsilon_a-\varepsilon_i)x_{ai}^2,\\
E_{\rm ee}&=\sum_{ai,bj}x_{ai}x_{bj}
\bigl\{2(ai|bj)-\delta_{\sigma\sigma'}[(ab|ij)+(aj|ib)]\bigr\}.
\end{align}
The second line uses the diagonal planar Fock matrix, with orbital energies $\varepsilon$. In the third, $E_{\rm ee}$ is the electron repulsion quadratic in $\delta D_1$. Its Coulomb part has a prefactor $\tfrac12$ and four equal terms, hence the 2. Exchange acts between equal spins, $\sigma=\sigma'$; its four terms form two equal pairs, which cancel the $\tfrac12$. Collecting the quadratic coefficients in a matrix $M$ gives
\begin{equation}
E=E_{\rm f}+2F\!\cdot x+x\!\cdot Mx .
\end{equation}

At $\theta=0$ the orbitals are self-consistent, so $F_{ai}=0$. For a small bend $F=\theta F_1$. Setting the derivative with respect to $x$ to zero gives
\begin{equation}
2F+2Mx=0,\qquad x=-\theta M^{-1}F_1 .
\end{equation}
Substitution yields $E=E_{\rm f}-\theta^2F_1\!\cdot M^{-1}F_1$. Comparison with $-\tfrac12K_{\rm mix}\theta^2$ then gives
\begin{equation}
K_{\rm mix}=2F_1\!\cdot M^{-1}F_1 .
\label{eq:mix}
\end{equation}
If every eigenvalue of $M$ is positive, this cannot be negative: mixing softens the planar form. The expansion fails when an eigenvalue approaches zero or the bend makes $x$ large.

Symmetry selects the partners. Reflection in the molecular plane reverses $\theta$, so $F_1$ connects orbitals of opposite reflection parity. The bend keeps the threefold axis and the vertical mirror planes. The singly occupied $a_2''$ orbital, which is $p_z$-like, can therefore mix with $a_1'$ orbitals, and the bonding $e'$ orbitals can mix with empty $e''$ orbitals.

\section{The scans}

\textbf{Q:} What do the inversion scans give?

\textbf{A:} Each molecule is held at its own optimized planar bond length, 0.1081 nm for CH$_3$ and 0.1467 nm for SiH$_3$, with the def2-SVP basis. The curvatures are
\begin{equation}
K({\rm CH_3})=1.3,\qquad K({\rm SiH_3})=-19.2\ {\rm eV/rad^2}.
\end{equation}
The CH$_3$ energy rises at every step of the scan, from 0 to $32^\circ$. SiH$_3$ has its minimum at $\theta=17.7^\circ$, where $\sin(\alpha/2)=0.866\times0.953=0.825$ and hence $\alpha=111^\circ$. Its planar form lies 0.33 eV higher.

These curvatures describe small bends. At $16^\circ=0.279$ rad, the quadratic term for CH$_3$ is $\tfrac12(1.285)(0.279)^2=0.050$ eV, while the scan gives 0.152 eV. For SiH$_3$ the corresponding numbers are $-0.75$ and $-0.32$ eV. Higher powers of $\theta$ stiffen both molecules, and in SiH$_3$ they create the minimum.

\section{Is mixing stronger in silicon?}

\textbf{Q:} Then compare the two mixing terms. Is silicon's larger?

\textbf{A:} At the molecules' own bond lengths, the answer depends on how the frozen orbitals are carried. Atom-centred basis functions move with the atoms, so the carried orbitals lose orthonormality. In the basis of planar orbitals their overlap becomes $1+\Delta$, with $\Delta$ of first order in $\theta$. Convention A orthonormalizes all orbitals symmetrically. Since $(1+\Delta)^{-1/2}\simeq1-\tfrac12\Delta$,
\begin{equation}
\phi_i^{\rm A}\simeq\phi_i-\tfrac12\sum_j\Delta_{ji}\phi_j
-\tfrac12\sum_a\Delta_{ai}\phi_a .
\end{equation}
Convention B orthonormalizes the occupied orbitals among themselves, which leaves out the last sum. In eV/rad$^2$, the results are:

\begin{center}
\begin{tabular}{lrrrr}
 & $K_{\rm f}^{\rm A}$ & $K_{\rm mix}^{\rm A}$ & $K_{\rm f}^{\rm B}$ & $K_{\rm mix}^{\rm B}$\\
CH$_3$ & 695.5 & 694.2 & 16.2 & 14.9\\
SiH$_3$ & 289.6 & 308.8 & 12.0 & 31.2
\end{tabular}
\end{center}

Convention A says that mixing is weaker in SiH$_3$; B says that it is about twice as strong. Both give the same $K$, because the relaxed energy does not depend on the starting orbitals.

The large A values have a traceable origin. The two frozen states differ, to first order, by the empty-orbital sum that A imposes. For CH$_3$ this raises the frozen curvature by $695.5-16.2=679.3$ eV/rad$^2$, and relaxation must then remove it. Most of $K_{\rm mix}^{\rm A}$ is thus repair of an admixture made by the convention. B avoids that admixture, but it is still a choice of reference and not an observable.

Equation~(\ref{eq:mix}) was tested in convention A against separate self-consistent energies. It gives 692.3 against 694.2 eV/rad$^2$ for CH$_3$ and 308.4 against 308.8 for SiH$_3$, differences of 0.3\% and 0.1\% relative to the mixing term. For CH$_3$ the difference, 1.9 eV/rad$^2$, is nevertheless larger than $K$ itself, which is a small remainder of two large terms. This is a numerical error, not a limit of the formula, which is exact for the curvature at $\theta=0$. It comes mainly from the finite step, 0.02 rad, used to differentiate the Fock matrix, and it vanishes as the steps are reduced. At the present step methyl's $K$ is better taken from the self-consistent energies.

\textbf{Q:} Can anything be said that does not depend on this choice?

\textbf{A:} The change in $K$ does not depend on it. The change in mixing could, but the two conventions agree on its direction if the bond length is held fixed while the central atom is changed. The changes from C to Si, in eV/rad$^2$, are:

\begin{center}
\begin{tabular}{lrrrrr}
$R$ (nm) & $\delta K$ & $\delta K_{\rm f}^{\rm A}$ & $\delta K_{\rm mix}^{\rm A}$ & $\delta K_{\rm f}^{\rm B}$ & $\delta K_{\rm mix}^{\rm B}$\\
0.1081 & $-8.6$ & 440.2 & 448.8 & $-1.1$ & 7.5\\
0.1467 & $-14.9$ & 147.5 & 162.4 & $-0.1$ & 14.8
\end{tabular}
\end{center}

Here $\delta K=\delta K_{\rm f}-\delta K_{\rm mix}$. In both conventions, and at both lengths, silicon has the larger mixing term. In A the frozen stiffness also rises, but mixing rises more. In B the frozen stiffness changes much less than the mixing term, and mixing supplies at least $7.55/8.61$, or about 88\%, of the fall in $K$. At equal bond length, then, the claim you were told holds in both conventions tried here, with the def2-SVP basis. The direction is the same with 6-31G**, def2-SVPD and def2-TZVP, but the sizes are not. Over these bases the share supplied by mixing in B runs from 87\% to 122\% (above 100\% the frozen stiffness rises), and the ratio of the B mixing terms at the molecules' own lengths runs from 1.7 to 2.2. The A terms grow about fivefold in def2-TZVP, to roughly 3600 for CH$_3$ and 1400 eV/rad$^2$ for SiH$_3$. These sizes should not be read as properties of the molecules.

This does not show that silicon has a smaller orbital gap. In convention A the total squared coupling, $|F_1|^2$, roughly doubles at either length. Writing Eq.~(\ref{eq:mix}) as $K_{\rm mix}=2|F_1|^2/G$ defines an effective energy denominator $G$. It rises from 80 to 95 eV at the shorter length and is nearly unchanged, 52 against 50 eV, at the longer one. With this basis, the increase in A therefore comes mainly from coupling. Because A contains the imposed admixture, I would not read these denominators as frontier-orbital gaps.

\section{The part played by bond length}

\textbf{Q:} But real Si--H bonds are longer. Does that matter?

\textbf{A:} It matters enough to change the shape of methyl in this model. Stretching CH$_3$ to 0.1467 nm takes $K$ from 1.3 to $-4.3$ eV/rad$^2$, so its planar form becomes unstable without any silicon. Compressing SiH$_3$ to 0.1081 nm leaves $K=-7.3$ eV/rad$^2$, so silicon's instability does not require the long bond.

The total change can be followed along two routes:
\begin{align}
\text{atom, then length:}\quad&-8.6-11.9=-20.5,\\
\text{length, then atom:}\quad&-5.6-14.9=-20.5\ {\rm eV/rad^2}.
\end{align}
The shares depend on the order, so there is no unique percentage due to bond length. Both changes favour the pyramid on either route. The sizes are UHF/def2-SVP values and move strongly with correlation: at UMP2/def2-TZVP the first route is about $-6.1-9.6$ and the second about $-12.2-3.6$ eV/rad$^2$. The signs hold, but on the second route the larger share passes from the atom to the bond length.

One possible contribution is crowding of the hydrogens. As a proxy, remove the central atom and give the three H electrons parallel spins, so that they repel without bonding. The curvature of this H$_3$ cage is 4.6 eV/rad$^2$ at the C--H length and 1.2 at the Si--H length. Its resistance to bending falls as the hydrogens move apart. The direction agrees with the effect of stretching CH$_3$, but the cage energy is not an additive part of $K$, since hydrogens bound to a central atom have different electron densities.

The stretched methyl result also needs some caution. Its $\langle S^2\rangle$ is 0.845, against 0.75 for a pure doublet and 0.761 at the normal length, so a single determinant describes it less well.

\section{Reliability and the oxide interface}

\textbf{Q:} How far do the numbers move with a better calculation?

\textbf{A:} Keep both geometries fixed and compare the planar form with the same $17.7^\circ$ bend. For SiH$_3$, the larger def2-TZVP basis raises the barrier from 0.33 to 0.36 eV. Adding correlation by frozen-core UMP2 lowers it to 0.25 eV, a 31\% reduction relative to UHF in that basis. For CH$_3$ the bend costs 0.21, 0.22 and 0.23 eV at the three levels. The energy ordering survives, and so do the signs of the curvatures at $\theta=0$, though not their sizes: at the three levels $K$ is about 1.3, 1.5 and 2.4 eV/rad$^2$ for CH$_3$ and about $-19$, $-21$ and $-13$ for SiH$_3$. UMP2 still omits higher-order correlation.

Letting the Si--H bond relax at the bent geometry lengthens it to 0.1481 nm and adds 0.006 eV to the barrier. In a one-dimensional inversion model with fixed bond length and constant inertia, the zero-point energy is 0.054 eV and the tunnelling splitting about $5\times10^{-6}$ eV. The splitting is an order-of-magnitude estimate, because tunnelling is sensitive to the barrier: a UMP2/def2-SVP scan, with a barrier of 0.26 eV, gives about $1.5\times10^{-5}$ eV and a zero-point energy of 0.050 eV.

\textbf{Q:} What may I carry over to a silicon dangling bond in a device?

\textbf{A:} The balance between frozen stiffness and orbital mixing carries over as a way of asking the question; the 0.33 eV barrier does not. The model's bond length and angle are reasonable for free silyl, for which roughly 0.15 nm and $110^\circ$ are typical. A dangling-bond silicon at the interface is instead bonded to three silicon atoms, and in the oxide to three oxygens. Those neighbours change the orbitals, and the surrounding network resists inversion. This is the assumption that a real device breaks, and these calculations do not size the resulting change.

For the free radical, a field of 5 MV/cm, a rough oxide stress value, is 0.5 V/nm. Along the axis, the UHF/def2-SVP dipole of 0.00319 $e\,$nm has opposite signs in the two wells, so their energies differ by
\begin{equation}
2\mu\mathcal E=2(0.00319)(0.5)=0.0032\ {\rm eV}.
\end{equation}
That is about 12\% of the thermal energy at 300 K, 0.026 eV, and about 1\% of the UHF barrier. Such a field biases the two wells of free SiH$_3$ weakly and leaves the barrier between them. The number itself is not converged: the dipole is small and very sensitive to the basis. It falls to 0.0009 $e\,$nm in def2-TZVP, and with diffuse functions (def2-SVPD, aug-cc-pVDZ, def2-TZVPD) it changes sign and has magnitude 0.0002 to 0.0007 $e\,$nm, so the UHF bias is then 4 to 14 times smaller. The estimate also omits polarization by the field and the local field of a dielectric.

\section*{Numbers as computed}
\begin{verbatim}
UHF/def2-SVP unless another level is named
CH3 planar bond length: 0.1081 nm
SiH3 planar bond length: 0.1467 nm
Scan: bend (deg), CH3 energy (eV), SiH3 energy (eV)
   0    0.0000    0.0000
   4    0.0036   -0.0440
   8    0.0198   -0.1478
  12    0.0629   -0.2562
  16    0.1518   -0.3223
  20    0.3061   -0.3160
  24    0.5439   -0.2181
  28    0.8811   -0.0167
  32    1.3324    0.2963
SiH3 minimum: bend 17.73 deg, H-Si-H 111.15 deg
SiH3 inversion barrier at fixed bond: 0.3298 eV
Curvatures in eV/rad^2; A and B are the two conventions
CH3 scan curvature: spline 1.283, single global fit 1.405
SiH3 scan curvature: spline -19.272, single global fit -16.524
CH3 at C-H length 0.1081 nm: K 1.285
  A: frozen 695.498, mixing 694.212; mixing by formula 692.326
  B: frozen 16.232, mixing 14.947
  A channels: SOMO-empty 546.182, filled-SOMO 5.943, rest 140.202
  squared coupling 27765.81 eV^2/rad^2, effective gap 80.21 eV
  SOMO reflection parity -1.000, <S^2> 0.7612, lowest M 0.2813 hartree
CH3 at Si-H length 0.1467 nm: K -4.311
  A: frozen 142.093, mixing 146.405; mixing by formula 146.340
  B: frozen 12.094, mixing 16.406
  A channels: SOMO-empty 102.224, filled-SOMO 5.039, rest 39.077
  squared coupling 3777.85 eV^2/rad^2, effective gap 51.63 eV
  SOMO reflection parity -1.000, <S^2> 0.8452, lowest M 0.0947 hartree
SiH3 at C-H length 0.1081 nm: K -7.326
  A: frozen 1135.691, mixing 1143.017; mixing by formula 1138.147
  B: frozen 15.169, mixing 22.496
  A channels: SOMO-empty 618.833, filled-SOMO 3.209, rest 516.105
  squared coupling 54328.79 eV^2/rad^2, effective gap 95.47 eV
  SOMO reflection parity -1.000, <S^2> 0.7586, lowest M 0.1832 hartree
SiH3 at Si-H length 0.1467 nm: K -19.194
  A: frozen 289.563, mixing 308.757; mixing by formula 308.365
  B: frozen 12.039, mixing 31.233
  A channels: SOMO-empty 198.125, filled-SOMO 5.452, rest 104.788
  squared coupling 7771.88 eV^2/rad^2, effective gap 50.41 eV
  SOMO reflection parity -1.000, <S^2> 0.7676, lowest M 0.1433 hartree
H3 quartet cage at C-H length: K 4.575 eV/rad^2
H3 quartet cage at Si-H length: K 1.197 eV/rad^2
E(SiH3 minimum bend) - E(planar), same bend for both, eV:
  CH3: UHF/SVP 0.2094, UHF/TZVP 0.2174, UMP2/TZVP 0.2292
  SiH3: UHF/SVP -0.3298, UHF/TZVP -0.3629, UMP2/TZVP -0.2495
SiH3 bent bond length 0.1481 nm, relaxation gain 0.00626 eV
SiH3 inversion zero-point energy: 0.0540 eV
SiH3 tunnelling splitting: 4.604e-06 eV
Thermal energy at 300 K: 0.0259 eV
SiH3 axial dipole: 0.00319 e nm
Well difference at 5.0 MV/cm: 0.00319 eV
\end{verbatim}
